# Why impact parameters drawn uniformly in radius overestimate energy transfer

**Q:** I am writing a Monte Carlo program for ions slowing down in a solid. Each collision needs an impact parameter $p$, the distance by which the ion's straight path would miss the target atom's centre. I treat the two atoms as hard spheres whose centres are $D$ apart at contact. No value of $p$ between 0 and $D$ is preferred, so I draw $p=Du$ with $u$ uniform on $(0,1)$. My mean energy transfer comes out at two thirds of the maximum. Is anything wrong with that?

**A:** The sentence "no value of $p$ is preferred" is wrong. What is not preferred is any position of the atom. Suppose the atoms lie at random with number density $N$, without regard to the ion's path. Along a length $\ell$ of path, the atoms with impact parameters between $p$ and $p+dp$ lie in a cylindrical shell of volume $2\pi p\,dp\,\ell$. Their expected number is $2\pi N\ell p\,dp$, which grows with $p$. Dividing by the expected number within $D$, which is $N\ell\pi D^2$, gives the probability density

$$f(p)=\frac{2p}{D^2},\qquad 0<p<D .$$

Your draw has density $1/D$. The ratio of yours to the true one is $D/(2p)$, which exceeds one for $p<D/2$. You therefore produce too many close collisions and too few glancing ones.

**Q:** But I also choose the azimuth at random. Doesn't that spread the points evenly over the disc?

**A:** It spreads them evenly around each ring, but does not change how many land in each ring. The inner disc $p<D/2$ has a quarter of the area and receives half of your points.

You can see this without assuming the ring law. I scattered atoms uniformly in a cube, drew an oblique line through its centre, and kept the atoms within $D$ of the line along a segment of length $D$. Of 90,930 such atoms, a fraction 0.2504 lay within $D/2$ of the line.

**Q:** Then why does the uniform choice look so natural?

**A:** Perhaps because we draw collisions on paper. In a truly two-dimensional world, the atoms with impact parameters between $p$ and $p+dp$ would lie in two strips of width $dp$, one on each side of the path. The strips have the same area at every $p$, so uniform $p$ would be correct there. In three dimensions the strips become a ring, and the factor $p$ appears.

**Q:** How does this change the mean transfer? I need to see the collision law as well.

**A:** Let the ion have mass $m_1$, speed $v$ and energy $E=m_1v^2/2$. The target, of mass $m_2$, is at rest. Let $\mathbf e$ be the unit vector along the ion's path, and $\mathbf n$ the unit vector from the ion's centre to the target's centre at contact. The centres are then $D$ apart and offset sideways by $p$, so Pythagoras gives

$$\mathbf e\cdot\mathbf n=\sqrt{1-p^2/D^2}\equiv c .$$

The spheres are smooth, so the impulse acts along $\mathbf n$. The collision is elastic, so the relative velocity $\mathbf g=v\mathbf e$ keeps its length. Its component along $\mathbf n$ must therefore reverse:

$$\mathbf g'=\mathbf g-2(\mathbf g\cdot\mathbf n)\mathbf n=\mathbf g-2vc\,\mathbf n .$$

Let $\mathbf v_1'$ and $\mathbf v_2'$ be the final velocities of ion and target. Momentum conservation reads $m_1\mathbf g=m_1\mathbf v_1'+m_2\mathbf v_2'$. Inserting $\mathbf v_1'=\mathbf g'+\mathbf v_2'$ and solving for the target's velocity,

$$\mathbf v_2'=\frac{m_1}{m_1+m_2}(\mathbf g-\mathbf g')
=\frac{2m_1vc}{m_1+m_2}\,\mathbf n .$$

The transferred energy is

$$T=\frac{m_2}{2}|\mathbf v_2'|^2
=\frac{2m_1^2m_2v^2c^2}{(m_1+m_2)^2}.$$

Since $m_1v^2=2E$, this becomes

$$T=T_{\max}\left(1-\frac{p^2}{D^2}\right),\qquad
T_{\max}=\frac{4m_1m_2}{(m_1+m_2)^2}E .$$

A head-on collision transfers $T_{\max}$, and a grazing one transfers nothing. With $s=p/D$, your average is

$$\frac{\langle T\rangle_{\rm radius}}{T_{\max}}
=\int_0^1(1-s^2)\,ds=1-\frac13=\frac23 .$$

The average over equal areas has the extra factor $2s$:

$$\frac{\langle T\rangle_{\rm area}}{T_{\max}}
=\int_0^1(1-s^2)\,2s\,ds=1-\frac12=\frac12 .$$

**Q:** So I am a third too high. Is the shape of the energy spectrum wrong as well?

**A:** Yes. A transfer exceeds $tT_{\max}$ when $1-s^2>t$, that is, when $s<\sqrt{1-t}$. Under area sampling the probability of this is $s^2$ at the boundary, or $1-t$, so all transfers between zero and $T_{\max}$ are equally likely. Under your sampling it is $\sqrt{1-t}$. For transfers above $0.9T_{\max}$ the true fraction is 0.10 and yours is 0.316. Rescaling the mean afterwards would not repair the spectrum.

**Q:** Must I then give up uniform radii?

**A:** Not for averages over single collisions. For these there are two sound choices. The first is to draw $p=D\sqrt u$. The probability that $p$ is below some value $q$ is then the probability that $u<q^2/D^2$, which is the correct area fraction.

The second is to keep $p=Du$ and multiply each score by the true density divided by the sampled one:

$$w=\frac{2p/D^2}{1/D}=\frac{2p}{D}.$$

The average of $wT$ over uniform radii is then the area average. The error in your method is the missing weight.

**Q:** I would expect the weights to add noise.

**A:** Here they reduce it. For area sampling, put $s^2=u$, so that $T/T_{\max}=1-u$. Its mean square is $1/3$, and its variance is $1/3-1/4=1/12\approx0.083$. For weighted radii the score is $2s(1-s^2)$, with mean square

$$4\int_0^1(s^2-2s^4+s^6)\,ds
=4\left(\frac13-\frac25+\frac17\right)=\frac{32}{105}.$$

Subtracting the squared mean, $1/4$, leaves $23/420\approx0.055$.

A run with the same 10,000 random numbers for each method gave these means and standard errors, in units of $T_{\max}$:

- area sampling: $0.498\pm0.003$
- uniform radii without weight: $0.665\pm0.003$
- uniform radii with weight: $0.502\pm0.002$

The unweighted run has a small statistical error around the wrong value. More draws would not move it towards one half.

**Q:** My program actually draws $p$ up to a radius $P$ larger than $D$, and counts a miss as zero transfer. Is the error still one third?

**A:** It is larger. Let $r=D/P<1$. The integrals still end at $D$, because misses contribute nothing, but the densities are now $2p/P^2$ and $1/P$. Substituting $p=Ds$,

$$\langle T\rangle_{\rm area}
=T_{\max}\frac{D^2}{P^2}\int_0^1(1-s^2)2s\,ds
=\frac{r^2}{2}T_{\max},$$

$$\langle T\rangle_{\rm radius}
=T_{\max}\frac DP\int_0^1(1-s^2)\,ds
=\frac{2r}{3}T_{\max}.$$

Their ratio is $4/(3r)$. It returns to $4/3$ when $P=D$, and grows without limit as the disc is enlarged.

This gives you a diagnostic. Let the program offer one atom per flight of length $L$, with $N\pi P^2L=1$. The energy lost per unit length is $\langle T\rangle/L=N\pi P^2\langle T\rangle$. The two methods give

$$S_{\rm area}=\frac{\pi}{2}ND^2T_{\max},\qquad
S_{\rm radius}=\frac{2\pi}{3}NDP\,T_{\max}.$$

The first does not contain $P$, as it should not, since $P$ is a choice made by the programmer. The second is proportional to $P$. Enlarge a disc that already covers the interaction, and shorten $L$ so that $N\pi P^2L=1$ still holds. If your stopping power grows in proportion to $P$, suspect the sampling. With a soft potential a small rise that levels off is genuine: it comes from distant collisions the smaller disc left out.

**Q:** Can you put numbers to this for an implant?

**A:** Take boron at $E=1000$ eV entering amorphised silicon, with rounded masses of 11 and 28 u and $N=50\ \mathrm{nm^{-3}}$. Then

$$T_{\max}=\frac{4\times11\times28}{39^2}\times1000\ \mathrm{eV}=810\ \mathrm{eV}.$$

The energy of relative motion is $E_{\rm cm}=1000\times28/39=718$ eV. For the contact distance I use the head-on closest approach in the Ziegler–Biersack–Littmark (ZBL) universal potential, a repulsion between nuclei of charges $Z_1=5$ and $Z_2=14$ screened by their electrons:

$$V(R)=\frac{Z_1Z_2e^2}{4\pi\varepsilon_0R}\,\phi(R/a),\qquad
a=\frac{0.88534\,a_0}{Z_1^{0.23}+Z_2^{0.23}},$$

$$\phi(x)=0.18175e^{-3.1998x}+0.50986e^{-0.94229x}
+0.28022e^{-0.4029x}+0.02817e^{-0.20162x}.$$

Here $a_0$ is the Bohr radius, and $a=0.0143$ nm. Solving $V(D)=E_{\rm cm}$ numerically gives $D=0.0297$ nm. This radius belongs to this energy; a slower ion would have a larger one.

Choose $L=N^{-1/3}=0.271$ nm. The condition $N\pi P^2L=1$ then gives $P=L/\sqrt\pi=0.153$ nm, so $r=0.194$. The mean transfers per flight, misses included, are

$$\langle T\rangle_{\rm area}=\frac{0.194^2}{2}\times810\ \mathrm{eV}=15.2\ \mathrm{eV},$$

$$\langle T\rangle_{\rm radius}=\frac{2\times0.194}{3}\times810\ \mathrm{eV}=105\ \mathrm{eV}.$$

Dividing by $L$ gives stopping powers of 56 and 386 eV/nm. Your method is too high by a factor of 6.9.

**Q:** Would the weight still help with so many misses?

**A:** More than before. The mean squares, in units of $T_{\max}^2$, are

$$r^2\int_0^1(1-s^2)^2\,2s\,ds=\frac{r^2}{3}$$

for area sampling, and

$$\int_0^D\left(\frac{2p}{P}\right)^2\left(1-\frac{p^2}{D^2}\right)^2\frac{dp}{P}
=4r^3\int_0^1s^2(1-s^2)^2\,ds=\frac{32r^3}{105}$$

for weighted radii. Both methods have the mean $r^2/2$, so subtract $r^4/4$ from each to obtain the variance. The number of draws for a standard error of 1% of the mean is the variance divided by $(0.01\,r^2/2)^2$:

$$n_{\rm area}=10^4\left(\frac{4}{3r^2}-1\right),\qquad
n_{\rm weighted}=10^4\left(\frac{128}{105r}-1\right).$$

For our $r$ these are about 344,000 and 53,000. Uniform radii hit the sphere with probability $r$, area sampling with probability $r^2$, so fewer draws are spent on misses. This advantage concerns the mean transfer; another quantity needs its own variance estimate.

**Q:** Real atoms are not hard spheres. Could a soft potential remove the bias?

**A:** Not if the transfer falls steadily as $p$ increases. Write $w=2p/P$, and let angle brackets now mean averages over uniform radii on $(0,P)$. Then $\langle w\rangle=1$ and the true mean is $\langle wT\rangle$. Take two independent radii, marking quantities at the second with a prime. Expanding the product,

$$\frac12\left\langle(w-w')(T-T')\right\rangle
=\langle wT\rangle-\langle w\rangle\langle T\rangle
=\langle wT\rangle-\langle T\rangle .$$

The larger radius has the larger $w$ and the smaller $T$, so the product on the left is negative whenever the radii differ. Hence the true mean lies below the unweighted one. The sign of the error is general for such potentials; its size is not.

For the ZBL potential, the deflection angle in the centre-of-mass frame is

$$\theta=\pi-2p\int_{R_0}^{\infty}
\frac{dR}{R^2\sqrt{1-V(R)/E_{\rm cm}-p^2/R^2}},$$

where $R_0$ is the closest approach, at which the square root vanishes. The transfer is $T=T_{\max}\sin^2(\theta/2)$. Numerical integration over the same disc gives a true mean of 22.0 eV and an unweighted mean of 110 eV. The bias is a factor of 5.0.

**Q:** How close is this to a real shallow-junction implant?

**A:** An energy of 1 keV is in the regime of such implants, and the density is a rough value for silicon. The hardness of the spheres is a poor assumption: on the same disc, the ZBL potential raises the true mean transfer by 44% over the hard-sphere value, and the nuclear stopping power from 56 to 81 eV/nm. Real ions also lose energy to electrons. The Lindhard–Scharff formula, a rough estimate at this energy, gives a further 21 eV/nm, or 5.6 eV per flight. If your program subtracts it as a steady drag along the path, your sampling leaves that part unchanged, and the total loss is too high by

$$\frac{110.5+5.6}{22.0+5.6}\approx4.2 .$$

These are loss rates at the entry energy, not ranges. As the ion slows, its contact distance grows and the factor shrinks. A crystalline wafer would break a deeper assumption: along open channels the atoms are not placed at random relative to the path, so the area law itself can fail. I have not estimated that effect.

**Q:** And the smaller effects?

**A:** In the ZBL model, collisions between $P$ and $4P$ would add 0.07% to the loss inside $P$ at 1000 eV. The share grows as the ion slows, to about 1% at 100 eV and 7% at 20 eV. About 6% of the transferred energy goes in transfers below 15 eV, a rough displacement threshold, where treating the target as a free atom is doubtful. The mean thermal energy at 300 K, $3k_BT_{\rm room}/2=0.039$ eV, is tiny beside 1000 eV. A quantum partial-wave sum for the hard spheres changes their stopping power by about 0.1%. None of these would hide the factor of four found at the entry energy.

**Q:** So I should replace `D*u` by `P*sqrt(u)`, or keep `P*u` and carry the weight `2*p/P`.

**A:** Yes, but do one or the other. Applying the weight to radii already drawn with the square root would count the ring area twice. If you choose weights, carry them into every tally, including the spectrum. In a program that follows one ion through many collisions, as yours does, use the square root. The energy subtracted from the ion must be the actual $T$ of that collision, not $wT$, so each history would have to carry the product of all its weights. One weight is $w=2u$, with mean 1 and mean square $\int_0^1(2u)^2\,du=4/3$. The product of $n$ independent weights has mean 1 and mean square $(4/3)^n$. For a tally unrelated to the weights, the histories are therefore worth only about a fraction $(3/4)^n$ of their number, which for forty flights is one in a hundred thousand. The summed energy loss fares several times better, because large transfers come with small weights, but on our disc the exponential factor overtakes that gain within about ten flights.

Numerical values quoted here were computed with a short program.
